**Peak time of a point heat pulse in silicon**

The program tests the result that the temperature rise at distance $r$ from an instantaneous point heat pulse peaks at $t_p=r^2/(6D)$, where $D$ is the thermal diffusivity. The pulse energy $E$ and the heat capacity per volume $C$ set the height of the peak but not its time. Symbolic algebra asserts the heat equation, energy conservation, the mean square radius $6Dt$ and the single stationary time. Numerical assertions compare the solution with its Fourier integral, with sums of point sources along a line and over a plane, and with a finite-volume calculation of heat flow. Further assertions cover the shifts due to source size and pulse duration, and two consistency conditions on the calculation for two joined materials. For $D=0.90$ cm²/s and $r=10$ µm, the formula and the finite-volume calculation both give 185.2 ns. On an insulated face, a 1.0 nJ pulse gives a peak rise of about 89 mK. The output also sizes the effects of self-heating, a higher chip temperature and an oxide cover, and compares phonon free paths with the dimensions of the example.

## Program and output

```python
"""Result under test: a point heat pulse of energy E in a uniform solid gives
the temperature rise
    rise(r, t) = (E/C) (4 pi D t)^(-3/2) exp(-r^2 / (4 D t)),
which at fixed distance r peaks at t = r^2 / (6 D).
D: thermal diffusivity, C: heat capacity per volume, r: distance, t: time.
On the insulated face of a half-space the rise doubles, the time stays.
Working units: micrometre, nanosecond, nanojoule, kelvin (nJ/ns = W).
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.interpolate import CubicSpline
from scipy.optimize import brentq, minimize_scalar
from scipy.special import j0

# Inputs; material values are rough typical values for silicon and oxide
diffusivity_cm2_s = 0.9
D = diffusivity_cm2_s * 1e8 / 1e9       # um^2/ns
heat_capacity_J_cm3K = 1.66
C = heat_capacity_J_cm3K * 1e-3         # nJ/(um^3 K)
K_SI = D * C                            # W/(um K)
R = 10.0                                # um
E = 1.0                                 # nJ
T_AMBIENT = 300.0                       # K
SOURCE_RADIUS = 2.0                     # um
PULSE = 20.0                            # ns
K_EXPONENT, C_EXPONENT = -1.3, 0.3      # rough power laws in temperature
T_USE = 400.0                           # K
oxide_k_W_mK, oxide_C_J_cm3K = 1.4, 1.65
K_OX = oxide_k_W_mK * 1e-6
D_OX = K_OX / (oxide_C_J_cm3K * 1e-3)
CHIP = 300.0                            # um
SOUND = 6400.0                          # m/s, rough mean phonon speed
LONG_PATH = 1.0                         # um, rough long phonon free path


def bulk_rise(r, t):
    return E / C * (4 * np.pi * D * t) ** -1.5 * np.exp(-r**2 / (4 * D * t))


def face_rise(t):
    return 2 * bulk_rise(R, t)


t_peak = R**2 / (6 * D)
bulk_peak = E / C * (3 / (2 * np.pi * np.e)) ** 1.5 / R**3
face_peak = 2 * bulk_peak

# Symbolic checks: heat equation, energy, mean square radius, stationary time
x, y, z = sp.symbols("x y z", real=True)
r, t, d = sp.symbols("r t d", positive=True)
cartesian = (4 * sp.pi * d * t) ** sp.Rational(-3, 2) * sp.exp(
    -(x**2 + y**2 + z**2) / (4 * d * t))
residual = sp.diff(cartesian, t) - d * sum(
    sp.diff(cartesian, axis, 2) for axis in (x, y, z))
assert sp.simplify(residual / cartesian) == 0
radial = (4 * sp.pi * d * t) ** sp.Rational(-3, 2) * sp.exp(-r**2 / (4 * d * t))
energy = sp.integrate(4 * sp.pi * r**2 * radial, (r, 0, sp.oo))
mean_square = sp.integrate(4 * sp.pi * r**4 * radial, (r, 0, sp.oo))
assert sp.simplify(energy - 1) == 0
assert sp.simplify(mean_square - 6 * d * t) == 0
stationary = sp.solve(sp.simplify(sp.diff(radial, t) / radial), t)
assert len(stationary) == 1
assert sp.simplify(stationary[0] - r**2 / (6 * d)) == 0

# Kernel from its Fourier integral
for time in (60.0, 185.0, 700.0):
    q_max = np.sqrt(45 / (D * time))
    integral = quad(lambda q: q * np.sin(q * R) / R * np.exp(-D * q*q * time),
                    0, q_max, limit=300, epsabs=1e-13)[0]
    assert abs(E / C * integral / (2 * np.pi**2) / bulk_rise(R, time) - 1) < 1e-6


# Superposed point sources: line and plane
def line_rise(time):
    return 2 * quad(lambda h: bulk_rise(np.hypot(R, h), time), 0, 150,
                    limit=200)[0]


def plane_rise(time):
    return quad(lambda h: 2 * np.pi * h * bulk_rise(np.hypot(R, h), time),
                0, 150, limit=200)[0]


def maximum_time(function):
    return minimize_scalar(lambda time: -function(time), bounds=(50, 1500),
                           method="bounded", options={"xatol": 1e-4}).x


t_line, t_plane = maximum_time(line_rise), maximum_time(plane_rise)
assert abs(t_line / (R**2 / (4 * D)) - 1) < 1e-3
assert abs(t_plane / (R**2 / (2 * D)) - 1) < 1e-3

# Finite-volume heat flow in spherical shells; a hemisphere on an insulated
# face is half of a full sphere that receives twice the energy.
STEP = 0.1
edges = np.arange(801) * STEP
volumes = 4 * np.pi / 3 * np.diff(edges**3)
areas = 4 * np.pi * edges[1:-1] ** 2
samples = np.arange(100.0, 401.0, 5.0)


def sampled_peak(times, values):
    spline = CubicSpline(times, values)
    roots = spline.derivative().roots(extrapolate=False)
    best = roots[np.argmax(spline(roots))]
    return float(best), float(spline(best))


def shell_run(radius, duration, k_power=0.0, c_power=0.0):
    """Return peak time, peak rise at R, and central rise at end of pulse."""
    count = int(round(radius / STEP))
    heated = np.zeros(len(volumes))
    heated[:count] = 2 * E / volumes[:count].sum()

    def rate(time, rise, power):
        flow = K_SI * areas * np.diff(rise) / STEP
        capacity = C
        if k_power != 0:
            face_temperature = T_AMBIENT + 0.5 * (rise[1:] + rise[:-1])
            flow = flow * (face_temperature / T_AMBIENT) ** k_power
        if c_power != 0:
            capacity = C * ((T_AMBIENT + rise) / T_AMBIENT) ** c_power
        gain = np.zeros_like(rise)
        gain[:-1] += flow
        gain[1:] -= flow
        return (gain / volumes + power * heated) / capacity

    options = dict(method="LSODA", rtol=1e-8, atol=1e-10, lband=1, uband=1)
    if duration > 0:
        first = solve_ivp(rate, (0, duration), np.zeros(len(volumes)),
                          args=(1 / duration,), **options)
        assert first.success
        start = first.y[:, -1]
    else:
        start = heated / C
    later = solve_ivp(rate, (duration, samples[-1]), start, args=(0.0,),
                      t_eval=samples, **options)
    assert later.success
    index = int(round(R / STEP))
    observed = 0.5 * (later.y[index - 1] + later.y[index])
    return (*sampled_peak(samples, observed), float(start[0]))


t_numeric, rise_numeric, _ = shell_run(STEP, 0.0)
assert abs(t_numeric - t_peak) < 0.5
assert abs(rise_numeric / face_peak - 1) < 3e-3
t_ball, _, _ = shell_run(SOURCE_RADIUS, 0.0)
ball_estimate = -SOURCE_RADIUS**2 / (10 * D)
assert abs((t_ball - t_numeric) - ball_estimate) < 0.5
t_pulse, rise_pulse, core_linear = shell_run(SOURCE_RADIUS, PULSE)
# half the duration is only the leading term of the delay
assert abs((t_pulse - t_ball) - PULSE / 2) < 1.0
t_nonlinear, rise_nonlinear, core_nonlinear = shell_run(
    SOURCE_RADIUS, PULSE, K_EXPONENT, C_EXPONENT)

# Two half-spaces, source and observer on their common face.
# Hankel integral over wave number, fixed-Talbot inversion in time.
gauss_x, gauss_w = np.polynomial.legendre.leggauss(8)
scaled = (np.arange(2000)[:, None] + 0.5 * (gauss_x + 1)).ravel()
weights = np.tile(0.5 * gauss_w, 2000)
wave = scaled / R
hankel_weights = weights / R * wave * j0(scaled)


def joined_rise(time, k1, d1, k2, d2, nodes=12):
    def transform(s):
        p = np.sqrt(s / d1)
        q1 = np.sqrt(wave**2 + s / d1)
        q2 = np.sqrt(wave**2 + s / d2)
        rest = k2 * (q1 - q2) / ((k1 + k2) * q1 * (k1 * q1 + k2 * q2))
        return E / (2 * np.pi) * (np.exp(-p * R) / ((k1 + k2) * R)
                                  + np.sum(hankel_weights * rest))

    scale = 2 * nodes / (5 * time)
    total = 0.5 * np.exp(scale * time) * transform(complex(scale)).real
    for angle in np.arange(1, nodes) * np.pi / nodes:
        cot = 1 / np.tan(angle)
        s = scale * angle * (cot + 1j)
        slope = angle + (angle * cot - 1) * cot
        total += (np.exp(s * time) * transform(s) * (1 + 1j * slope)).real
    return scale / nodes * total


assert abs(joined_rise(185.0, K_SI, D, 0.0, D) / face_rise(185.0) - 1) < 1e-4
# exchanging the two media must leave the face temperature unchanged
order_a = joined_rise(185.0, K_SI, D, 0.5 * K_SI, 0.4 * D)
order_b = joined_rise(185.0, 0.5 * K_SI, 0.4 * D, K_SI, D)
assert abs(order_a / order_b - 1) < 1e-4
oxide_times = np.arange(100.0, 301.0, 10.0)
t_oxide, rise_oxide = sampled_peak(
    oxide_times,
    np.array([joined_rise(v, K_SI, D, K_OX, D_OX) for v in oxide_times]))

# Remaining sizes and conversions
half_early = brentq(lambda v: face_rise(v) - face_peak / 2, 5, t_peak)
half_late = brentq(lambda v: face_rise(v) - face_peak / 2, t_peak, 5000)
shape = (t_peak / 400) ** 1.5 * np.exp(1.5 * (1 - t_peak / 400))
assert abs(face_rise(400.0) / face_peak - shape) < 1e-10
D_use = D * (T_USE / T_AMBIENT) ** (K_EXPONENT - C_EXPONENT)
t_use = R**2 / (6 * D_use)
log_back = (np.log(2) - (2 * CHIP) ** 2 / (4 * D * t_peak)) / np.log(10)
gray_path_nm = 3 * diffusivity_cm2_s * 1e-4 / SOUND * 1e9
flight_ns = R * 1e-6 / SOUND * 1e9
oxide_depth = np.sqrt(4 * D_OX * t_peak)
atomic_time = const.physical_constants["atomic unit of time"][0]
rise_eV = face_peak * const.k / const.e

print(f"Diffusivity of silicon (rough): {diffusivity_cm2_s:.2f} cm2/s")
print(f"Heat capacity of silicon (rough): {heat_capacity_J_cm3K:.2f} J/(cm3 K)")
print(f"Distance: {R:.1f} um")
print(f"Pulse energy: {E:.1f} nJ")
print(f"Ambient temperature: {T_AMBIENT:.0f} K")
print(f"Peak time, formula: {t_peak:.1f} ns")
print(f"Peak time, atomic units: {t_peak * 1e-9 / atomic_time:.3e} hbar/Eh")
print(f"Peak time, finite volumes: {t_numeric:.1f} ns")
print(f"Peak rise in unbounded solid: {bulk_peak * 1e3:.2f} mK")
print(f"Peak rise on insulated face: {face_peak * 1e3:.2f} mK")
print(f"Peak rise on face, finite volumes: {rise_numeric * 1e3:.2f} mK")
print(f"Peak rise on face times k_B: {rise_eV:.3e} eV")
print(f"Half-height time, rising: {half_early:.1f} ns")
print(f"Half-height time, falling: {half_late:.1f} ns")
for moment in (50.0, 100.0, 400.0, 1000.0):
    print(f"Rise on face at {moment:.0f} ns: {face_rise(moment)*1e3:.2f} mK")
print(f"Peak time for line source: {t_line:.1f} ns")
print(f"Peak time for plane source: {t_plane:.1f} ns")
print(f"Finite source radius: {SOURCE_RADIUS:.1f} um")
print(f"Shift by source size, computed: {t_ball - t_numeric:.2f} ns")
print(f"Shift by source size, estimate: {ball_estimate:.2f} ns")
print(f"Finite pulse duration: {PULSE:.1f} ns")
print(f"Pulse power: {E / PULSE * 1e3:.1f} mW")
print(f"Shift by duration, computed: {t_pulse - t_ball:.2f} ns")
print(f"Peak time from pulse start, both effects: {t_pulse:.1f} ns")
print(f"Peak rise, both effects: {rise_pulse * 1e3:.2f} mK")
print(f"Conductivity exponent (rough): {K_EXPONENT:.1f} (no unit)")
print(f"Heat-capacity exponent (rough): {C_EXPONENT:.1f} (no unit)")
print(f"Central rise at pulse end, constant D: {core_linear:.2f} K")
print(f"Central rise at pulse end, varying D: {core_nonlinear:.2f} K")
print(f"Shift by self-heating: {t_nonlinear - t_pulse:.3f} ns")
print(f"Peak height change by self-heating: "
      f"{100 * (rise_nonlinear / rise_pulse - 1):.3f} %")
print(f"Higher temperature of use: {T_USE:.0f} K")
print(f"Diffusivity at that temperature: {D_use * 10:.3f} cm2/s")
print(f"Peak time at that temperature: {t_use:.1f} ns")
print(f"Oxide conductivity (rough): {oxide_k_W_mK:.1f} W/(m K)")
print(f"Oxide heat capacity (rough): {oxide_C_J_cm3K:.2f} J/(cm3 K)")
print(f"Heat penetration depth in oxide: {oxide_depth:.2f} um")
print(f"Peak time under thick oxide: {t_oxide:.1f} ns")
print(f"Peak rise under thick oxide: {rise_oxide * 1e3:.2f} mK")
print(f"Chip thickness: {CHIP:.0f} um")
print(f"log10 of relative back-face effect: {log_back:.0f} (no unit)")
print(f"Mean phonon speed (rough): {SOUND:.0f} m/s")
print(f"Single-path phonon estimate: {gray_path_nm:.0f} nm")
print(f"Long phonon free path (rough): {LONG_PATH:.1f} um")
print(f"Long free path over distance: {LONG_PATH / R:.2f} (no unit)")
print(f"Long free path over source radius: "
      f"{LONG_PATH / SOURCE_RADIUS:.2f} (no unit)")
print(f"Straight phonon flight time: {flight_ns:.2f} ns")
print("no test failed")
```

Printed output:

```
Diffusivity of silicon (rough): 0.90 cm2/s
Heat capacity of silicon (rough): 1.66 J/(cm3 K)
Distance: 10.0 um
Pulse energy: 1.0 nJ
Ambient temperature: 300 K
Peak time, formula: 185.2 ns
Peak time, atomic units: 7.656e+09 hbar/Eh
Peak time, finite volumes: 185.2 ns
Peak rise in unbounded solid: 44.35 mK
Peak rise on insulated face: 88.69 mK
Peak rise on face, finite volumes: 88.69 mK
Peak rise on face times k_B: 7.643e-06 eV
Half-height time, rising: 80.8 ns
Half-height time, falling: 581.0 ns
Rise on face at 50 ns: 10.95 mK
Rise on face at 100 ns: 62.28 mK
Rise on face at 400 ns: 62.53 mK
Rise on face at 1000 ns: 23.99 mK
Peak time for line source: 277.8 ns
Peak time for plane source: 555.6 ns
Finite source radius: 2.0 um
Shift by source size, computed: -4.50 ns
Shift by source size, estimate: -4.44 ns
Finite pulse duration: 20.0 ns
Pulse power: 50.0 mW
Shift by duration, computed: 10.36 ns
Peak time from pulse start, both effects: 191.0 ns
Peak rise, both effects: 88.64 mK
Conductivity exponent (rough): -1.3 (no unit)
Heat-capacity exponent (rough): 0.3 (no unit)
Central rise at pulse end, constant D: 19.77 K
Central rise at pulse end, varying D: 20.24 K
Shift by self-heating: 0.754 ns
Peak height change by self-heating: -0.074 %
Higher temperature of use: 400 K
Diffusivity at that temperature: 0.568 cm2/s
Peak time at that temperature: 293.4 ns
Oxide conductivity (rough): 1.4 W/(m K)
Oxide heat capacity (rough): 1.65 J/(cm3 K)
Heat penetration depth in oxide: 0.79 um
Peak time under thick oxide: 199.8 ns
Peak rise under thick oxide: 74.94 mK
Chip thickness: 300 um
log10 of relative back-face effect: -2345 (no unit)
Mean phonon speed (rough): 6400 m/s
Single-path phonon estimate: 42 nm
Long phonon free path (rough): 1.0 um
Long free path over distance: 0.10 (no unit)
Long free path over source radius: 0.50 (no unit)
Straight phonon flight time: 1.56 ns
no test failed
```
